# Why a gap keeps Haydock coefficients oscillating and spoils constant terminators

**Question.** The recursion method turns a crystal into a chain. Why do the chain coefficients of a host with a band gap go on oscillating however far the recursion is carried, and why does a tail of constant coefficients then give a wrong picture of a defect level in the gap?

**The chain and what its far end decides**

Start from a normalized local orbital $|0\rangle$ and build orthonormal states by

$$H|n\rangle=a_n|n\rangle+b_n|n-1\rangle+b_{n+1}|n+1\rangle ,\qquad b_n>0 .$$

Here $a_n$ is a site energy and $b_n$ couples sites $n-1$ and $n$. Eliminating the sites from the far end inward gives

$$G_{00}(E)=\frac{1}{E-a_0-t_1},\qquad t_n=\frac{b_n^2}{E-a_n-t_{n+1}},$$

where $t_n$ is the self-energy that the chain from site $n$ onward exerts on site $n-1$. Energies carry an infinitesimal positive imaginary part.

Let the continuum seen by $|0\rangle$ fill two bands, $[E_1,E_2]$ and $[E_3,E_4]$, apart from finitely many isolated levels. The gap is $G=E_3-E_2$ and the outer width is $W=E_4-E_1$. Changing finitely many sites can add or remove isolated levels but cannot move the continuum, so the gap must be produced by the far chain. A uniform chain cannot do this: waves $e^{in\theta}$ on it have energy $a+2b\cos\theta$, a single band without a gap. A lasting modulation is needed to reflect waves whose energies lie in the gap.

**How much modulation is needed**

For any constants $a$ and $b\ge0$, measure the lasting departure from uniformity by

$$\delta=\limsup_{n\to\infty}|a_n-a|+2\limsup_{n\to\infty}|b_n-b| .$$

Far down the chain, replacing the true coefficients by the constants changes the Hamiltonian by an operator of norm at most $\delta$, up to an arbitrarily small amount. The factor 2 arises because each coupling acts in both directions.

First, each energy $E=a+2b\cos\theta$ lies within $\delta$ of the host continuum. Take $u_n=L^{-1/2}e^{in\theta}$ on $L$ consecutive distant sites. In the uniform chain it fails to solve the wave equation at four end sites, each by $b/\sqrt L$, so the error has norm $2b/\sqrt L$. In the true chain the error is at most $\delta+2b/\sqrt L$, up to the same small amount. A Hermitian operator has spectrum within that distance of $E$. Moving the packet outward removes its overlap with isolated levels, so this spectrum is continuum.

Conversely, each continuum energy lies within $\delta$ of $[a-2b,a+2b]$. A narrow energy window in the continuum contains infinitely many independent states. One can combine them so that the amplitudes on the first $M$ sites vanish. The resulting packet feels distant coefficients alone, and the norm argument applies in reverse.

Suppose now that $\delta<G/2$. The uniform band must come within $\delta$ of both $E_2$ and $E_3$, so it reaches below and above midgap and therefore contains midgap. Midgap would then lie within $\delta$ of the host continuum, but its distance from it is $G/2$. This is a contradiction, so

$$\boxed{\delta\ge G/2 .}$$

The coefficients cannot converge. Two simple chains reach equality:

- Site energies $a\pm\alpha$ with constant $b$ give $E=a\pm\sqrt{\alpha^2+4b^2\cos^2 q}$, with $q$ the phase per site. Hence $G=2\alpha$ and $\delta=\alpha$.
- Couplings $b\pm\beta$ with constant $a$ give a smallest distance $2\beta$ from $a$. Hence $G=4\beta$ and $\delta=2\beta$.

**The form of the undamped oscillation**

Let $R(E)=\prod_{i=1}^4(E-E_i)$ and $s=\tfrac12\sum_iE_i$, with $\sqrt R\to E^2$ at large $E$. Its polynomial part is $Q=E^2-sE+r$, where $r$ follows from the band edges. A persistent tail should have square-root edges at all four energies. Try

$$t_n=\frac{A_n-\sqrt R}{2(E-\mu_{n-1})},\qquad A_n=Q+2b_n^2 ,$$

which correctly tends to $b_n^2/E$. Since $Q^2-R$ is linear in $E$, $A_n^2-R$ is quadratic with leading coefficient $4b_n^2$. Let $\mu_{n-1}$ be one of its roots and call the other $\mu_n$:

$$A_n^2-R=4b_n^2(E-\mu_{n-1})(E-\mu_n).$$

Multiplying numerator and denominator by $A_n+\sqrt R$ gives

$$t_{n+1}=E-a_n-\frac{b_n^2}{t_n}=E-a_n-\frac{A_n+\sqrt R}{2(E-\mu_n)} .$$

This has the assumed form if $A_{n+1}+A_n=2(E-a_n)(E-\mu_n)$. Comparing the terms in $E$ and the constants gives

$$a_n=s-\mu_n,\qquad b_n^2+b_{n+1}^2=a_n\mu_n-r .$$

At $E=\mu_n$ the condition also gives $A_{n+1}=-A_n$, so $\mu_n$ is a root of $A_{n+1}^2-R$ and the construction continues.

To locate $\mu_n$, extend the chain in both directions. The other sign of the root, $\tilde t_{n+1}=(A_{n+1}+\sqrt R)/[2(E-\mu_n)]$, describes the solution that decays to the left. The diagonal Green function is therefore

$$g_n=\frac{1}{\tilde t_{n+1}-t_{n+1}}=\frac{E-\mu_n}{\sqrt R}.$$

Just above the real axis, $\sqrt R$ is $+i|\sqrt R|$ in the upper band and $-i|\sqrt R|$ in the lower. The density $-\mathrm{Im}\,g_n/\pi$ must be positive in both, which holds only if $\mu_n$ lies between them, that is, in the gap. Hence

$$\left|a_n-\frac{E_1+E_4}{2}\right|\le\frac G2 .$$

The couplings are limited because both roots are real. At a limit they coincide, and $R=[A_n-2b_n(E-\mu)][A_n+2b_n(E-\mu)]$. The two factors share out the four edges, with root sums $s+2b_n$ and $s-2b_n$. Thus $b_n$ is one quarter of the difference between the sums of two pairs of edges. The three pairings give

$$\frac{W+G}{4},\qquad\frac{W-G}{4},\qquad\frac{|E_1+E_4-E_2-E_3|}{4},$$

in falling order. As a function of $b_n^2$ the discriminant is a cubic with negative leading coefficient. Real roots therefore occur between the first two values or below the third.

The last region is excluded. Its double root would satisfy $(E-E_1)(E-E_4)=(E-E_2)(E-E_3)$. The left side minus the right is linear in $E$ and negative at both $E_2$ and $E_3$, so it has no zero in the gap. When $b_n$ is lowered further, the roots cannot enter the gap across a band, since $R<0$ there while $A_n^2\ge0$. Therefore

$$\frac{W-G}{4}\le b_n\le\frac{W+G}{4}.$$

These relations describe a tail that repeats its analytic form without damping. That the coefficients of a host with suitably regular spectral density approach such a tail is a known theorem, not proved here. The bound $\delta\ge G/2$ does not depend on it.

**A true level with a false continuum**

Let the defect shift the energy of the starting orbital by $U$. The operator $U|0\rangle\langle0|$ does not act on the later chain states, so $a_0$ becomes $a_0+U$ and nothing else changes. With $G_0$ the host Green function, $G_{00}^{-1}=G_0^{-1}-U$, and the level $E_d$ obeys

$$1=U\,G_0(E_d).$$

Suppose $N$ levels, $a_0$ to $a_{N-1}$, are kept and a uniform chain is attached. Its self-energy satisfies $t=b^2/(E-a-t)$, so

$$t=\frac{E-a-i\sqrt{4b^2-(E-a)^2}}{2}$$

inside its band. The minus sign makes the density positive. If this band covers both host bands, it covers the gap too. The recursion then carries the error to the orbital: if $\mathrm{Im}\,t_{n+1}<0$, the denominator of $t_n$ has a positive imaginary part, and $\mathrm{Im}\,t_n<0$. For every finite $N$ the gap contains false states, even at $U=0$. The defect electron can leak into them, so its level becomes a resonance.

To find the leakage, let $u_n(E)$ solve the chain equations outward from $u_0=1$, with $U$ included. The pole condition is

$$b_Nu_N(E)=t(E)\,u_{N-1}(E).$$

At $E_d$ the solution decays as $e^{-\kappa n}$, apart from a bounded modulation. Put $v_n=\partial u_n/\partial E$ at $E_d$. Differentiate the chain equation, multiply by $u_n$, and subtract $v_n$ times the original equation. Summing over sites leaves

$$b_N(v_Nu_{N-1}-u_Nv_{N-1})=\sum_{n<N}u_n^2\equiv S_N .$$

Since $S_N$ tends to a constant, $v_n$ must grow as $e^{+\kappa n}$. Inserting $u_n(E)\simeq u_n+\varepsilon v_n$ into the pole condition gives, to leading order at large $N$,

$$\varepsilon=-\frac{b_Nu_N-t\,u_{N-1}}{b_Nv_N-t\,v_{N-1}}\sim e^{-2\kappa N}.$$

Write the pole as $E_r-i\Gamma/2$. Taking the imaginary part and using the sum identity,

$$\Gamma=\frac{2|\mathrm{Im}\,t|\,S_N}{|b_Nv_N-t\,v_{N-1}|^2}>0 .$$

For a narrow isolated resonance $\Gamma$ is the full width at half maximum. The exponent contains $2N$ because the influence of the wrong tail must travel out and back. At a fixed energy in the gap the error therefore disappears as $N\to\infty$, but it is nonzero at every finite $N$.

**How slowly the error disappears**

At a general gap energy, $u_N$ is proportional to the determinant of $E-H_N$ for the first $N$ sites. Its logarithmic derivative is the trace of the Green function. Dividing by $N$ removes end contributions and leaves the mean of $g_n$. In the gap $\sqrt R=-\sqrt{|R|}$, so

$$\frac{d\kappa}{dE}=\frac{c-E}{\sqrt{|R|}},\qquad c=\langle\mu_n\rangle .$$

At either gap edge $\sqrt R=0$, the growing and decaying solutions coincide, and $\kappa=0$. This condition at both edges fixes $c$. When the gap is narrow compared with both bands, $c$ is near midgap and $(E-E_1)(E_4-E)$ varies little across the gap. Integration then gives

$$\kappa\simeq\sqrt{\frac{(E-E_2)(E_3-E)}{(E-E_1)(E_4-E)}} .$$

Small gaps make convergence slow, and so does closeness to an edge, where $\kappa$ falls as the square root of the depth.

**Numbers for a silicon-like model**

Take edges $-12$, $0$, $1.1$ and $7.1$ eV, with half the orbital's weight in a semi-elliptic density in each band. The bounds require $a_n$ between $-3.0$ and $-1.9$ eV and $b_n$ between $4.50$ and $5.05$ eV. For $n\ge280$ the computed coefficients fill both ranges to within $0.001$ eV. Using the midpoints of the ranges,

$$\delta=0.55+2(0.275)=1.10\ \text{eV},$$

twice the lower bound of $0.55$ eV. The same value is found for $n=150$–$269$ and $n=280$–$399$, so no decay is visible. When the gap is closed by moving the upper band down, $\delta$ drops from $0.088$ eV for $n=50$–$99$ to $0.014$ eV for $n=350$–$399$.

For the defect take $U=-9$ eV. A band with half the weight, half-width $h$ and centre at distance $x$ below $E$ contributes $[x-\mathrm{sgn}(x)\sqrt{x^2-h^2}]/h^2$ to $G_0$. At $E=0.7848$ eV,

$$G_0=\frac{6.785-3.168}{36}+\frac{-3.315+1.411}{9}=-0.111\ \text{eV}^{-1}=\frac1U .$$

Diagonalizing a finely discretized host with the defect gives the same level. It lies $0.315$ eV below the upper band. The same attraction also binds a state at $-13.5$ eV, below the valence band.

Matching the uniform tail to the outer edges gives $a=-2.45$ eV and $b=4.775$ eV. At the level, $\mathrm{Im}\,t=-\tfrac12\sqrt{9.55^2-3.235^2}=-4.5$ eV, where the true tail is real. The resulting errors, relative to the exact level of this model, are:

| $N$ | shift (meV) | false width (meV) |
|---|---|---|
| 20 | 31 | 181 |
| 40 | 3.5 | 16 |
| 80 | 0.045 | 0.19 |

At $N=20$ the false width is more than half the level's depth and seven times the thermal energy at 300 K, $26$ meV. The band-edge integral gives $\kappa=0.0552$ per level; the narrow-gap formula gives $0.0554$. The predicted decay rate of the width is $2\kappa=0.1104$, and a fit to the widths for $N=80$–$240$ also gives $0.1104$. A tenfold reduction costs $\ln10/0.1104\simeq21$ more levels.

**A tail that keeps the gap**

The two-band $t_N$ derived above can be set from the band edges and the last coefficients, using $\mu_{N-1}=s-a_{N-1}$ and $A_N=Q+2b_N^2$. It is real in the gap, so the level stays sharp. Its shifts are $3.1$ meV at $N=20$, $0.032$ meV at $N=40$ and below $0.0001$ meV at $N=80$. This fast gain belongs to the model: its bands are smooth inside and have exact square-root edges, so its coefficients reach the two-band form very quickly. A real crystal has van Hove singularities inside the bands, the approach is slower, and the gain is smaller. The tail also needs reliable band edges, and at finite $N$ the value $\mu_{N-1}$ can fall slightly outside the gap (here $-0.024$ eV at $N=14$), which gives the tail a density of the wrong sign between $\mu_{N-1}$ and the band edge. One more caution concerns the point $\mu_{N-1}$. For some $N$ the exact tail has a genuine pole there; for others the numerator should vanish and cancel it. At finite $N$ this cancellation is incomplete and leaves a false extra level near $\mu_{N-1}$, with a weight that can even be negative and is small only once $N$ is large enough (at $N=12$ it is more than half that of the true level). Here its size is about 2% of the true level's weight at $N=20$ and 0.04% at $N=40$. The false level moves or vanishes as $N$ changes, while the true level stays, so results at several $N$ should be compared.

**What this means for real silicon**

The gap and valence width are close to those of silicon. The upper edge at $7.1$ eV is artificial, because real conduction states continue upward. The shift $U$ was chosen to give a depth of roughly $0.3$ eV, the range of a deep donor such as sulfur; it is not a calculated sulfur potential.

The largest effect estimated here is electron repulsion, which the one-electron model omits. With a rough mass of $0.3$ electron masses and permittivity $11.7$, the level's decay length is $0.63$ nm. Two electrons that far apart repel with an energy of $0.19$ eV, already comparable with the depth; two electrons sharing a compact level can repel more strongly. One trial change of band shape, at fixed edges and $U$, moves the level by $-0.09$ eV; the sign and size depend on the shape chosen. Raising the upper band rigidly by $0.05$ eV, a rough allowance for cooling, raises the level by $0.04$ eV. Each electronvolt of uncertainty in $U$, including that from lattice relaxation, moves it by about $0.07$ eV.

These uncertainties exceed the termination shift even at $N=20$. The false width is a different kind of error: it suggests that an electron can escape at fixed energy where the host has no states. The numerical output below gives the remaining values.

## Calculated quantities

```
band edges E1 E2 E3 E4: -12.0 0.0 1.1 7.1 eV
gap G = 1.10 eV, outer width W = 19.10 eV
defect shift U = -9.0 eV
a_n, n=300..309 (eV): -2.509 -2.748 -1.940 -2.982 -2.117 -2.474 -2.776 -1.928 -2.972 -2.146
b_n, n=300..309 (eV): 5.026 4.507 4.946 4.750 4.616 5.033 4.511 4.931 4.767 4.603
a_n range found, n>=280: -3.0000 to -1.9000 eV
a_n range allowed: -3.0000 to -1.9000 eV
b_n range found, n>=280: 4.5000 to 5.0499 eV
b_n range allowed: 4.5000 to 5.0500 eV
largest orbit-relation error, n>=280: 2.3e-13 eV^2
lower bound G/2 on delta: 0.550 eV
delta, n=150..269: 1.100 eV; n=280..399: 1.100 eV
gap closed: delta, n=50..99: 0.0881 eV
gap closed: delta, n=350..399: 0.0139 eV
exact level E_d, closed form: 0.784785 eV
exact level E_d, diagonalization: 0.784785 eV
depth below upper band: 0.3152 eV
weight Z on defect orbital: 0.0679
state below valence band: -13.542 eV
constant tail: a = -2.450 eV, b = 4.775 eV
N=20: constant tail shift 31.33 meV, width 181.1 meV
N=20: two-band tail shift 3.13 meV
N=20: false host density at midgap 0.00341 per eV
N=40: constant tail shift 3.456 meV, width 16.35 meV
N=40: two-band tail shift 0.0324 meV
N=40: false host density at midgap 0.000298 per eV
N=80: constant tail shift 0.04531 meV, width 0.1932 meV
N=80: two-band tail shift -1.55e-05 meV
N=80: false host density at midgap 2.36e-06 per eV
mean gap variable c = 0.5555 eV, from mu_n: 0.5573 eV
kappa at E_d: 0.05518 per level
2*kappa: 0.11036; fitted width decay: 0.11037 per level
levels for tenfold smaller width: 20.9
rough inputs: mass 0.3 m_e, permittivity 11.7
decay length of level: 0.635 nm
neglected electron repulsion, scale: 0.194 eV
level shift from other band shape: -0.092 eV
rough gap increase on cooling: 0.050 eV
level shift from that increase: 0.0413 eV
level shift per 1 eV change of U: 0.0679 eV
thermal energy at 300 K: 25.85 meV
```
